Symmetric saddle of collinear H + H2: Hartree-Fock and full CI

**The problem**

A hydrogen atom A approaches a molecule BC along its axis, takes the middle atom B, and releases C:

H_A + H_B–H_C → H_A–H_B + H_C

Let r1 be the distance AB and r2 the distance BC. Find the saddle point with r1 = r2, first with unrestricted Hartree-Fock (UHF) and then with full configuration interaction (FCI), both in the basis cc-pVDZ. How do the two methods differ in barrier, bond length and imaginary frequency, and why?

The nuclei are protons of mass m moving on a Born-Oppenheimer surface, and the three electrons form a doublet. The algebra uses atomic units (ħ = 1). The following data for the separate reactants are given, each in the order UHF, FCI:

E(H) = −13.5861, −13.5861 eV
E(H2) = −30.7147, −31.6652 eV
H2 bond length r = 0.748, 0.761 Å
H2 harmonic quantum ω_H2 = 0.5685, 0.5435 eV

**First estimate by scaling**

The reactants supply one length, one energy and one frequency. The energy is the binding energy

D = 2E(H) − E(H2),

which is 30.715 − 27.172 = 3.54 eV in UHF and 31.665 − 27.172 = 4.49 eV in FCI.

Length: R‡ ≈ r, so about 0.75 Å in UHF and 0.76 Å in FCI. Each link of the saddle shares the bonding of one molecule, so the true value should be somewhat larger.

Energy: the barrier is a fraction of D. It need not exceed D, because the atoms could exchange by first breaking BC completely, at a cost D, and then joining A and B. If the fraction is the same in both methods, the UHF barrier should be lower, by the ratio 3.54/4.49 = 0.79.

Frequency: let the downward curvature at the saddle have the size of the H2 force constant k. The masses derived below give ω_a² = 3|K_a|/(2m) for the reaction mode and ω_H2² = 2k/m for the molecule. With |K_a| ≈ k,

ω_a ≈ √(3/4) ω_H2 = 0.87 ω_H2,

which is 0.49 eV in UHF and 0.47 eV in FCI.

**Solution**

*The two energies.* UHF uses one determinant. Here two orbitals φ1, φ2 hold spin-up electrons and one orbital χ holds the spin-down electron. Its energy is

E_UHF = V_nn + h_1 + h_2 + h_χ + J_12 − K_12 + J_1χ + J_2χ.

V_nn is the nuclear repulsion, h a one-electron energy, J a Coulomb integral and K an exchange integral. Exchange appears for the pair of equal spin alone. Minimising over orthonormal orbitals gives, for each spin σ,

F^σ φ = ε φ, F^σ = h + J_total − K^σ,

where J_total comes from all electrons and K^σ from those of spin σ. An electron's own J and K terms cancel. Since F depends on the orbitals, the equations are iterated to self-consistency.

FCI writes the state as a sum over all determinants, Ψ = Σ c_I Φ_I, and takes the lowest eigenvalue of

Σ_J H_IJ c_J = E c_I.

The basis gives 15 orbitals for H3. Two spin-up electrons can be placed in 15·14/2 = 105 ways and one spin-down electron in 15 ways, so there are 105·15 = 1575 determinants. The UHF determinant lies in the space they span, so E_FCI ≤ E_UHF at every geometry. FCI is exact within this basis, not in nature.

*Reduction by symmetry.* Write r1 = R + a and r2 = R − a. The ends stay fixed and the middle atom moves by a. Exchanging the equal end atoms turns a into −a, so, with the energy written as E(r1, r2), E(R+a, R−a) = E(R−a, R+a) and

∂E/∂a = 0 at a = 0.

One condition remains, dE(R,R)/dR = 0. It is solved by repeating R → R − E′/E″.

In UHF this argument needs a solution that itself has the mirror symmetry, because a self-consistent solution can break it. Two restarts were therefore made at the saddle: one from the orbitals returned by a stability analysis, one with the spin-down electron placed on an end atom. Neither gave a lower energy. A UHF search in both bond lengths, started from the unequal values 0.889 and 0.995 Å, ended at 0.9443 and 0.9443 Å.

*Curvatures and masses.* Three second derivatives decide whether the point is a first-order saddle:

K_R = d²E(R,R)/dR²
K_a = ∂²E/∂a²
K_b = ∂²E/∂b²

Here b is a sideways shift of the middle atom. Such a shift lengthens each bond to √(R² + b²) ≈ R + b²/(2R). This adds nothing at order b², since the energy is stationary with respect to the bond lengths.

In the symmetric stretch both ends move outwards by q and the middle atom rests. The kinetic energy is ½(2m)q̇² and the potential energy ½K_R q², so

ω_s² = K_R/(2m).

In the reaction mode the two ends move together with velocity v_e and the middle atom with v_2. Their relative velocity is ȧ = v_2 − v_e. Zero total momentum requires m v_2 + 2m v_e = 0, hence v_2 = 2ȧ/3 and v_e = −ȧ/3. The kinetic energy is

½m(4ȧ²/9) + ½(2m)(ȧ²/9) = ½(2m/3)ȧ².

The effective mass is 2m/3, and

ω_a² = 3|K_a|/(2m), ω_b² = 3K_b/(2m).

The bend has the same mass because the same groups move against each other, sideways. Mirror symmetry forbids coupling between the symmetric stretch and the reaction mode. For H2 the reduced mass is m/2, which gives ω_H2² = 2k/m.

*Results at the saddle.* In the order UHF, FCI:

R‡ = 0.944, 0.943 Å
K_R = 31.0, 31.9 eV/Å²
K_a = −12.77, −5.37 eV/Å²
K_b = 2.07, 2.07 eV/Å²

One axial curvature is negative and the others are positive, so both points are first-order saddles, bending included. The barriers are

ΔE = E(saddle) − E(H) − E(H2)
UHF: −43.570 + 13.586 + 30.715 = 0.731 eV
FCI: −44.807 + 13.586 + 31.665 = 0.444 eV

Dividing the two frequency formulas removes the mass: ω_a = ω_s √(3|K_a|/K_R). With ω_s = 0.2537 eV in UHF and 0.2572 eV in FCI,

UHF: 0.2537 · √(38.31/31.03) = 0.282 eV, or 2274i cm⁻¹
FCI: 0.2572 · √(16.12/31.89) = 0.183 eV, or 1475i cm⁻¹

The i records that the squared frequency is negative. The full Cartesian UHF Hessian has one negative eigenvalue, and its frequencies agree with these formulas within 0.3 per cent. For FCI, a separate Hessian for axial motion agrees within 1.5 per cent.

*The top of the path.* Hold s = r1 − r2 fixed and relax the remaining coordinate. Relative to the saddle, the energy at s = 0.2, 0.5 and 1.0 Å is

UHF: −0.060, −0.283, −0.585 eV
FCI: −0.026, −0.142, −0.335 eV

It falls steadily over these points. Near the top a = s/2, and the parabola −½|K_a|a² should hold. At s = 0.2 Å it gives −0.064 eV for UHF and −0.027 eV for FCI, close to the values found. At s = 0.5 Å it gives −0.40 and −0.17 eV, which is too deep. The real profile spreads out below its top.

**Why the barriers differ**

Define the correlation energy at a fixed geometry as E_c = E_FCI − E_UHF, a negative number. Write U and F for the UHF and FCI energies, with subscripts 3 and 2 for H3 and H2. The atom has one electron and no correlation energy, so it cancels:

gap = [U_3(R_U) − U_2(r_U)] − [F_3(R_F) − F_2(r_F)].

Subscripts on R and r name the method that supplies the geometry. Adding and subtracting U_3(R_F) and U_2(r_F) gives

gap = [E_c(H2) − E_c(H3)] + [U_3(R_U) − U_3(R_F)] − [U_2(r_U) − U_2(r_F)].

The correlation energies are −0.954 eV for H2 and −1.237 eV for the saddle. The first bracket is therefore 0.284 eV. The second is −0.00002 eV and the third −0.003 eV, so

gap = 0.284 − 0.000 + 0.003 = 0.287 eV.

Nearly all of the gap is correlation energy that the saddle gains beyond that of the molecule. The saddle has two pairs of opposite spin where the molecule has one, but its correlation energy is 1.30 times as large, not twice.

The curvature follows the same pattern. At the FCI bond length, UHF gives K_a = −12.64 eV/Å² and FCI gives −5.37 eV/Å². The difference, +7.27 eV/Å², is the curvature of E_c itself. Correlation lowers the energy most at the symmetric point, and less as the middle atom moves off centre, so it flattens the top. The change of geometry between the methods accounts for another 0.13 eV/Å².

The bond length hardly responds. At the FCI minimum the slopes of U and E_c cancel. The slope of U there is about K_R(R_F − R_U) = 31 · (−0.001) = −0.03 eV/Å, so E_c has a slope of only about +0.03 eV/Å. For H2, a harmonic estimate from the relaxation energy gives a UHF slope of 2 · 0.0032/0.0129 ≈ 0.5 eV/Å at the FCI bond length, and E_c has the opposite slope. In this basis, correlation therefore lengthens the molecule by 0.013 Å and shortens the saddle bonds by only 0.001 Å. The contrast is weaker in larger bases: the saddle bonds shorten by 0.003 Å in cc-pVTZ and 0.005 Å in 6-311G**, while the molecule lengthens by 0.008 Å in both. Agreement in saddle geometry is no evidence here for agreement in the barrier.

UHF gives ⟨S²⟩ = 0.7885 at the saddle, where a pure doublet has 0.75. Three electrons with S_z = ½ can form a doublet or a quartet, and the quartet has ⟨S²⟩ = 3.75. A quartet weight w adds 3w, so w = 0.0385/3, or 1.3 per cent.

**Comparison with the estimate**

The length estimate is good to about a quarter: R‡/r is 1.26 in UHF and 1.24 in FCI.

The barrier is 0.21 D in UHF and 0.10 D in FCI, so the assumption of a common fraction fails. It also gives the wrong order. Scaling with D predicted a UHF barrier 0.79 times the FCI one, and the calculated ratio is 0.731/0.444 = 1.65. Correlation strengthens the bond of H2, but it stabilises the saddle still more, and D contains no information about the saddle.

The frequency estimate is too high by a factor of 1.7 in UHF and 2.6 in FCI. A better scaling uses the barrier itself. Define a width w_a by ΔE = ½|K_a|w_a². Then ω_a is proportional to √ΔE/w_a. With equal widths the frequency ratio would be √1.65 = 1.28, but the calculated ratio is 1.54. The widths are

UHF: √(2 · 0.731/12.77) = 0.34 Å
FCI: √(2 · 0.444/5.37) = 0.41 Å

Their ratio supplies the missing factor of 1.20. The UHF barrier is both higher and narrower.

**Consequences at 1000 K, and limits**

At 1000 K, k_BT = 0.0862 eV. With all else held fixed, the barrier gap changes a rate by exp(−0.287/0.0862) = 0.036, so in this basis UHF would make the reaction about 28 times too slow relative to FCI.

Tunnelling offsets part of this: the factors κ found below, 1.64 for UHF and 1.22 for FCI, reduce the ratio from 28 to about 21. Let E be the energy measured from the top. A parabolic barrier transmits the fraction 1/(1 + exp(−2πE/ω_a)). Put u = ω_a/(k_BT) and e = E/(k_BT). The thermal average, relative to classical passage, is

κ = ∫ exp(−e)/(1 + exp(−2πe/u)) de, taken from −∞ to ∞.

Substitute y = exp(−2πe/u) and p = u/(2π):

κ = p ∫ y^(p−1)/(1 + y) dy = pπ/sin(pπ) = (u/2)/sin(u/2),

where y runs from 0 to ∞ and 0 < p < 1. Direct quadrature at both values of u below confirms the result. FCI has u = 2.12 and κ = 1.22; UHF has u = 3.27 and κ = 1.64. The formula diverges at T_c = ω_a/(2πk_B), which is 338 K for FCI and 521 K for UHF, and it is useful well above that temperature. The calculated profile is wider than the parabola below its top, which reduces transmission at low energies. The departure from a parabola also changes transmission near and above the top, so the width alone does not tell whether these κ are too large or too small.

Zero-point motion changes the barrier by ½(ω_s + 2ω_b − ω_H2). In FCI, with ω_b = 0.1135 eV, this is ½(0.257 + 0.227 − 0.544) = −0.030 eV, and the barrier becomes 0.415 eV. In UHF it becomes 0.687 eV. The gap narrows to 0.273 eV, so at 1000 K the factor of 28 becomes 24, or about 18 with the tunnelling factors. With the full harmonic vibrational and rotational partition functions in place of the zero-point shift, these factors are 23 and about 17.

The basis matters at a similar level. At the same geometries, 6-311G** gives barriers of 0.760 eV in UHF and 0.478 eV in FCI, and cc-pVTZ gives 0.761 and 0.428 eV. The UHF barrier rises by about 0.03 eV in both, but the FCI barrier rises in the first and falls in the second. The gap between the methods is therefore 0.282 eV in 6-311G** and 0.333 eV in cc-pVTZ. The larger gap would raise the factor of 28 at 1000 K to nearly 50. Re-optimising the geometries in these bases moves the barriers by at most 0.003 eV, but it moves the other results beyond the digits quoted. In the order UHF, FCI, cc-pVTZ gives R‡ = 0.933, 0.930 Å and imaginary frequencies of about 2300i and 1500i cm⁻¹, and 6-311G** gives 0.934, 0.929 Å and about 2300i and 1540i cm⁻¹. The cc-pVDZ saddle bonds are thus longer by 0.010 to 0.014 Å, and the frequencies smaller by about 1 per cent in UHF and 2 to 5 per cent in FCI. These shifts indicate sensitivity and do not bound the error. Anharmonicity and recrossing of the saddle are also left out.

For an atom migrating in a solid or through a barrier layer, the symmetry step carries over when a mirror operation exchanges the initial and final sites and the electronic solution keeps that symmetry. The saddle must still be shown to have one negative curvature, since a stationary point on the mirror plane need not be the saddle of the hop. The size of the UHF error found here belongs to H3 and does not transfer to such a system.

The remaining values are in the numerical output below.

Computed values

```
Basis: cc-pvdz  functions in H3: 15
Proton mass: 1836.15 electron masses
E(H), eV: UHF -13.5861, FCI -13.5861
E(H2), eV: UHF -30.7147, FCI -31.6652
E(saddle), eV: UHF -43.5696, FCI -44.8068
H2 bond length, angstrom: UHF 0.7480, FCI 0.7609
Saddle bond length, angstrom: UHF 0.9443, FCI 0.9433
Barrier, eV: UHF 0.7312, FCI 0.4444
K_R, eV/angstrom^2: UHF 31.027, FCI 31.890
K_a, eV/angstrom^2: UHF -12.770, FCI -5.373
K_b, eV/angstrom^2: UHF 2.073, FCI 2.069
Imaginary mode hbar|w_a|, eV: UHF 0.2819, FCI 0.1829
Imaginary mode, cm^-1: UHF 2274, FCI 1475
Symmetric stretch hbar w_s, eV: UHF 0.2537, FCI 0.2572
Bend hbar w_b, eV: UHF 0.1136, FCI 0.1135
H2 stretch hbar w, eV: UHF 0.5685, FCI 0.5435
<S^2> at saddle: UHF 0.7885, FCI 0.7500
UHF free search, bonds in angstrom: 0.9443, 0.9443
Relaxed path, energy from saddle in eV:
  r1-r2 = 0.2 angstrom: UHF -0.0600, FCI -0.0263
  r1-r2 = 0.5 angstrom: UHF -0.2832, FCI -0.1415
  r1-r2 = 1.0 angstrom: UHF -0.5845, FCI -0.3349
Barrier gap UHF - FCI, eV: 0.2868
Correlation energy of H2, eV: -0.9536
Correlation energy of saddle, eV: -1.2373
Correlation part of gap, eV: 0.2837
UHF relaxation of H3, eV: -0.00002
UHF relaxation of H2, eV: -0.00317
UHF K_a at FCI bond length, eV/angstrom^2: -12.642
Zero-point change of barrier, eV: UHF -0.0438, FCI -0.0297
Barrier with zero-point, eV: UHF 0.6874, FCI 0.4147
Barrier in 6-311G**, eV: UHF 0.7598, FCI 0.4782
UHF barrier in cc-pVTZ, eV: 0.7607
Temperature of example, K: 1000
Thermal energy kB T, eV: 0.0862
Boltzmann factor exp(-gap/kB T): 0.0358
Parabolic tunnelling factor: UHF 1.639, FCI 1.216
Crossover temperature T_c, K: UHF 521, FCI 338
```
